# The acoustic critical cone between liquid helium and a solid

## Problem

Liquid helium fills the half-space $z<0$ and a solid fills $z>0$. Sound travels at $c_1=238$ m/s in the helium and at $c_2=5000$ m/s in the solid. The interface is flat and smooth, both media are lossless, and the solid is modelled as carrying a single kind of wave, described by a pressure as in a fluid. A plane wave in the helium approaches the interface at an angle $\theta$ from the normal.

(a) Up to which angle $\theta_c$ can the wave excite a propagating wave in the solid?

(b) What fraction $f$ of the hemisphere of directions pointing towards the solid lies within this angle?

(c) What share of an isotropic energy flux arrives within it, and how much of that flux enters the solid?

(d) What does the solid do at larger angles?

SI units are used because they are the natural ones for sound.

## First estimate by scaling

At a given frequency the wavelength is proportional to the speed, so the wavelength in the solid is about 20 times that in the helium, $\lambda_2\approx 20\lambda_1$. Along the interface, the crests of the incident wave are spaced by $\lambda_1/\sin\theta$. A propagating wave in the solid cannot leave crests on the surface closer together than its own wavelength. The helium wave must therefore arrive nearly along the normal, with

$$
\theta\lesssim\frac{\lambda_1}{\lambda_2}\approx\frac1{20}=0.05\ \text{rad}\approx 2.9^\circ .
$$

A narrow cone of half-angle $\theta$ cuts a nearly flat disc of area $\pi\theta^2$ from the unit sphere. The hemisphere has area $2\pi$, so

$$
f\approx\frac{\pi\theta^2}{2\pi}=\frac{\theta^2}{2}\approx 0.00125 .
$$

## Exact solution of the model

**The critical angle.** Let the fields vary as $e^{i(k_xx-\omega t)}$ along the surface and in time. Pressure $p$ and normal velocity $v_z$ must match at every point of the interface and at every instant, which is possible only if $\omega$ and $k_x$ are the same on both sides. With $k_x=(\omega/c_1)\sin\theta$ in the helium and $k_x=(\omega/c_2)\sin\theta_2$ in the solid, this gives the law of refraction,

$$
\frac{\sin\theta}{c_1}=\frac{\sin\theta_2}{c_2}.
$$

In each medium the wave equation requires $k_x^2+q_j^2=\omega^2/c_j^2$, where $q_j$ is the normal wavevector component. With $s=c_1/c_2$, the solid has

$$
q_2^2=\frac{\omega^2}{c_2^2}-\frac{\omega^2}{c_1^2}\sin^2\theta
=\frac{\omega^2}{c_1^2}\left(s^2-\sin^2\theta\right).
$$

The wave travels into the solid if $q_2$ is real and nonzero, that is, if $\sin\theta<s$. Hence

$$
\theta_c=\arcsin\frac{c_1}{c_2}=\arcsin\frac{238}{5000}=\arcsin 0.0476=0.047618\ \text{rad}=2.728^\circ .
$$

At this limit $\sin\theta_2=1$, and the refracted wave grazes the surface. Read backwards, the same law says that a wave refracted from the solid into the helium leaves within $\theta_c$ of the normal, however obliquely it struck the interface. If $c_1$ were larger than $c_2$, the condition $\sin\theta<s$ would hold for every incident angle, and there would be no critical angle on the helium side.

The law can be checked without wavevectors, since a ray between two points follows a path of stationary travel time. For a point in each medium at unit distance from the interface, and a lateral separation of 1000 units, numerical minimisation of the travel time gives a ray in the helium at $2.7283^\circ$, in agreement with $\theta_c$.

**The solid angle.** On the unit sphere, a ring between $\theta$ and $\theta+d\theta$ has radius $\sin\theta$ and area $2\pi\sin\theta\,d\theta$. The cone therefore has solid angle

$$
\Omega=2\pi\int_0^{\theta_c}\sin\theta\,d\theta=2\pi(1-\cos\theta_c)=0.007122\ \text{sr}.
$$

Division by $2\pi$ gives the hemispherical fraction,

$$
f=1-\cos\theta_c=1-0.99886648=0.0011335 .
$$

About one direction in 882 is open. Of 20 million random directions, a fraction 0.001128 satisfied the wavevector condition. This is 0.5% below $f$, while the expected statistical error, one over the square root of the number of accepted directions, is about 0.7%.

**The energy flux.** A beam arriving at angle $\theta$ delivers energy to a unit area of surface in proportion to $\cos\theta$. For isotropic sound, the share of the incident flux within the cone is

$$
\frac{\int_0^{\theta_c}\cos\theta\sin\theta\,d\theta}{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}
=\frac{\tfrac12\sin^2\theta_c}{\tfrac12}=s^2=0.002266 .
$$

This is nearly $2f$, because the open directions lie close to the normal, where $\cos\theta\approx1$, while the average of $\cos\theta$ over the hemisphere is $\tfrac12$. A heat-flux calculation needs $s^2$; a count of directions needs $f$.

**Transmission inside the cone.** Let the pressure be $Ae^{iq_1z}+Be^{-iq_1z}$ in the helium and $Ce^{iq_2z}$ in the solid, with the common factor omitted. Newton's law, $\rho\,\partial_tv_z=-\partial_zp$, gives $v_z=\partial_zp/(i\omega\rho)$, so a wave travelling towards $+z$ has $v_z=qp/(\omega\rho)$. With $a_j=q_j/\rho_j$, continuity of $p$ and $v_z$ at $z=0$ reads

$$
A+B=C,\qquad a_1(A-B)=a_2C .
$$

Dividing the second equation by $a_1$ and adding the first gives $2A=C(1+a_2/a_1)$. Therefore

$$
\frac CA=\frac{2a_1}{a_1+a_2},\qquad
\frac BA=\frac CA-1=\frac{a_1-a_2}{a_1+a_2}.
$$

For real $q_2$, the transmitted fraction of the normal energy flux is what is not reflected. With $r=a_2/a_1$,

$$
T=1-\left|\frac BA\right|^2=\frac{(a_1+a_2)^2-(a_1-a_2)^2}{(a_1+a_2)^2}=\frac{4r}{(1+r)^2}.
$$

At normal incidence $q_j=\omega/c_j$, so $a_j=\omega/Z_j$ with the acoustic impedance $Z_j=\rho_jc_j$, and $r=Z_1/Z_2$. For a model density ratio $\rho_2/\rho_1=20$, the impedance ratio is $Z_2/Z_1=20\times5000/238=420.17$, and

$$
T_0=\frac{4\times420.17}{(1+420.17)^2}=0.009475 .
$$

A pulse followed numerically in time across the interface transmits the same fraction. Even along the normal, less than 1% of the energy enters.

Away from the normal, $q_1=(\omega/c_1)\cos\theta$, so

$$
r=\frac{\rho_1}{\rho_2}\sqrt{\frac{s^2-u}{1-u}},\qquad u=\sin^2\theta .
$$

The fraction under the root falls as $u$ grows, since its derivative is $-(1-s^2)/(1-u)^2$. Because $r<1$, $T$ falls with it and vanishes at the edge of the cone. To leading order in the small quantities $r$ and $s^2$, $T\approx T_0\sqrt{1-u/s^2}$. The flux weight is $2\cos\theta\sin\theta\,d\theta=du$, so the share of the whole incident flux that enters the solid is

$$
\int_0^{s^2}T\,du\approx T_0s^2\int_0^1\sqrt{1-w}\,dw=\tfrac23T_0s^2
=\tfrac23\times0.009475\times0.002266\approx1.4\times10^{-5}.
$$

The narrow cone and the impedance mismatch thus both limit the flux. The speed ratio enters both, whereas the density ratio affects only the mismatch.

**Outside the cone.** For $\sin\theta>s$, $q_2=i\kappa$ with

$$
\kappa=\frac{\omega}{c_1}\sqrt{\sin^2\theta-s^2},
$$

where the positive sign is chosen so that the pressure decays as $e^{-\kappa z}$. Then $a_2$ is imaginary, $|a_1-a_2|=|a_1+a_2|$, and $|B|=|A|$: reflection from the thick solid is total. The solid still moves near its surface, but its pressure and normal velocity are a quarter period out of phase and carry no mean energy inwards. At $5^\circ$, $\kappa c_1/\omega=0.0730$, so the decay length $1/\kappa$ is $1/(2\pi\times0.0730)=2.18$ helium wavelengths.

A slab with helium on both sides shows the contrast. Let its thickness $D$ be chosen so that $q_2D=5\pi$ exactly at $2^\circ$, which gives $D\approx77.23$ helium wavelengths. Pressure and normal velocity at the far face are then those at the near face with reversed sign, so the slab transmits everything, as the numerical integration confirms. At $5^\circ$ the same slab transmits $3.6\times10^{-35}$. To understand this value, multiply the amplitude factors for entry, decay and exit:

$$
\frac{2a_1}{a_1+a_2}\,e^{-\kappa D}\,\frac{2a_2}{a_1+a_2}.
$$

With $g=|a_2|/a_1$, the squared modulus is $16g^2e^{-2\kappa D}/(1+g^2)^2$, valid for $\kappa D\gg1$, when repeated reflections inside the slab are negligible. Here $g=0.0730/(20\cos5^\circ)=0.00366$. The mismatch factor is about $2.1\times10^{-4}$ and the decay factor is $e^{-2\times77.23/2.18}\approx1.7\times10^{-31}$; their product agrees with the numerical result.

## Comparison

The estimate of 0.05 rad is 5% above the exact 0.047618 rad, and 0.00125 is 10% above the exact 0.0011335. Nearly all of this comes from rounding $c_2/c_1$ to 20. That raises the angle by the factor $0.05/0.0476=1.05$, and the fraction by its square.

The flat-disc approximation itself is much better. Take the radius of the disc to be that of the rim of the cap, $s=\sin\theta_c$, so that the estimate is $s^2/2$. Since $\cos\theta_c=\sqrt{1-s^2}$,

$$
f=1-\sqrt{1-s^2}=\frac{s^2}{2}+\frac{s^4}{8}+\dots
=\frac{s^2}{2}\left(1+\frac{s^2}{4}+\dots\right).
$$

With the unrounded ratio, $s^2/2=0.0011329$, and the leading relative correction is $s^2/4=0.00057$, or 0.06%. The scaling estimate works because $s$ is small. As $c_1$ approaches $c_2$, the cone opens to the whole hemisphere and $f\to1$, whereas $s^2/2\to\tfrac12$.

## Real interfaces

The helium speed is a model value close to that of ordinary sound in liquid helium-4 at low temperature and pressure, about 240 m/s, and 5000 m/s is typical of longitudinal waves in many solids. A density ratio of 20 suits a light solid; for dense metals such as gold and tungsten the ratio exceeds 100. Their impedance is several times the model value even where the speed is lower, as in gold at about 3200 m/s, and $T_0$ falls to roughly 0.002 or less. The assumption of a single wave branch also affects the cone. Real solids also carry slower transverse waves. For a branch at 3000 m/s, the same formulas give $4.55^\circ$ and a fraction of 0.00315, 2.8 times the value found above. Surface waves, slower still, can take up energy at somewhat larger angles if they are damped. For an isotropic solid with these two speeds, the Rayleigh wave travels at about 2740 m/s and is matched near $5^\circ$; depending on the damping, its contribution can be comparable to that of the bulk waves. Roughness on the scale of the wavelength breaks the conservation of $k_x$, so the sharp cone is lost; this model cannot say by how much the heat flow then changes. The values $2.7^\circ$ and 0.0011 therefore describe the 5000 m/s branch at a smooth interface, not every route by which heat can cross. The transmission results away from the normal are also tied to the single-branch model. In a lossless isotropic elastic solid with speeds of 5000 and 3000 m/s and the same density, part of the energy goes into transverse waves: $T$ stays near 1% over most of the range up to $4.55^\circ$, and the transmitted share is about $6\times10^{-5}$, some four times the value found above. At $5^\circ$ the transverse field decays over about 4.4 helium wavelengths, twice the length found above, so the slab values at $2^\circ$ and $5^\circ$ do not carry over to such a solid. The numerical output below lists the main computed values.

## Computed results

```
Sound speed in helium: 238 m/s
Wave speed in solid: 5000 m/s
Speed ratio s = sin(theta_c): 0.0476
Critical angle: 0.047618 rad
Critical angle: 2.7283 degrees
Angle from least-time grazing path: 2.7283 degrees
cos(theta_c): 0.99886648
Solid angle of cone: 0.007122 sr
Hemispherical fraction f: 0.0011335
f from Cartesian cap integral: 0.0011335
f from random directions: 0.001128
Number of random directions: 20000000
One direction in (1/f): 882
Small-angle estimate s^2/2: 0.0011329
Relative correction s^2/4: 0.000566
Flux-weighted share s^2: 0.002266
Flux-weighted share, random directions: 0.002255
Slower branch speed: 3000 m/s
Slower branch critical angle: 4.5502 degrees
Slower branch fraction: 0.003152
Model density ratio solid/helium: 20
Impedance ratio Z2/Z1: 420.17
Normal-incidence transmission, formula: 0.009475
Normal-incidence transmission, pulse: 0.009475
Test slab thickness: 77.23 helium wavelengths
Slab transmission at 2 degrees: 1.000000
Slab transmission at 5 degrees: 3.62e-35
kappa*c1/omega at 5 degrees, formula: 0.073009
kappa*c1/omega at 5 degrees, slabs: 0.073010
Decay length 1/kappa at 5 degrees: 2.180 helium wavelengths
```
